# Coupling Recoil Trajectories to a Planar Surface Barrier in Sputtering Calculations

## Symmetry and scaling

In the planar-barrier model, an atom leaving a flat solid surface crosses a potential that depends on depth alone; the atomic corrugation of a real surface is averaged out. Translation symmetry along the surface conserves its tangential momentum, and time independence conserves its total energy. The barrier enters through one number, its height $U$.

Let $J(E,\mu)$ be the current of moving target atoms arriving at the surface from inside, per incident ion, per unit energy $E$ and solid angle. Here $\mu=\cos\theta$ is measured from the outward normal, and $J$ includes the projection factor $\mu$. If the current has no energy scale of its own, its energy dependence is a power law. Taking the angular part to be a power as well,

$$J(E,\mu)=A\,\mu^nE^{-s},\qquad n>-1,\quad s>1, \tag{1}$$

then $A$ has the dimension of energy to the power $s-1$. The yield, a pure number, must be

$$Y=C\,A\,U^{1-s}. \tag{2}$$

The constant $C$ depends on $n$, $s$ and the crossing rule. The ratio of yields under two rules therefore contains neither $A$ nor $U$.

Two effects of the barrier must be kept apart. The escape threshold changes the yield. The bending of an atom that has already passed changes its direction but cannot change the count.

## The crossing law

Let the potential rise from zero inside to $U$ outside. Since the tangential energy is unchanged, the whole loss $U$ comes from the normal part $E\mu^2$. With primes for exterior quantities,

$$E'=E-U,\qquad E'\mu'^2=E\mu^2-U,\qquad E\mu^2>U. \tag{3}$$

If $E\mu^2<U$, the normal velocity vanishes within the barrier and reverses. The atom returns with its energy and tangential velocity unchanged: this is specular reflection. The equality is a marginal case of zero weight and is counted as reflection.

Subtracting the second relation from the first gives $E'(1-\mu'^2)=E(1-\mu^2)$. Because $E'<E$, the exterior sine is larger, so an obliquely escaping atom bends away from the normal.

Take $U=4.1$ eV, $E=10$ eV and $\mu=0.8$. The normal energy is $6.4$ eV, so the atom escapes with $E'=5.9$ eV and

$$\mu'=\sqrt{(6.4-4.1)/5.9}=0.624.$$

Its angle grows from about $37^\circ$ to $51^\circ$. At the same energy but $\mu=0.5$, the normal energy is $2.5$ eV and the atom is reflected.

Both cases were also integrated with Newton's equation through a smooth hyperbolic-tangent step of width parameter $0.05$ nm, as was a transmitted case with $E=30$ eV and $\mu=0.5$. The transmitted cosines agreed with (3) within $10^{-6}$ and the energies within $10^{-6}$ eV; the atom with $E=10$ eV and $\mu=0.5$ was reflected. For a monotonic step, only its height enters (3).

## Transforming the current

Transmission conserves the number of atoms, but their intervals of energy and direction change. At fixed $E$, differentiating the second relation in (3) gives

$$2E'\mu'\,d\mu'=2E\mu\,d\mu,
\qquad
\frac{\partial\mu'}{\partial\mu}=\frac{E\mu}{E'\mu'}. \tag{4}$$

Since $E'$ depends on $E$ but not on $\mu$, and $\partial E'/\partial E=1$, the full Jacobian determinant equals (4). The azimuth is unchanged. Equating the numbers in corresponding intervals gives

$$J_{\rm out}(E',\mu')=J(E,\mu)\frac{E'\mu'}{E\mu},
\qquad
E=E'+U,\quad
\mu^2=\frac{E'\mu'^2+U}{E'+U}. \tag{5}$$

Suppose the outward-moving atoms have an isotropic phase-space density. Their current is then $J=\mu g(E)$, with the factor $\mu$ arising from projection onto the surface. Equation (5) gives

$$J_{\rm out}=\mu'\,\frac{E'g(E'+U)}{E'+U}. \tag{6}$$

The exterior current follows a cosine law at every energy, for any $g$. The threshold favours directions near the normal, and bending restores the cosine form.

A second limit needs no isotropy. At fixed $\mu'$, letting $E'\to0$ in (5) gives $\mu\to1$, hence

$$J_{\rm out}\simeq J(U,1)\,\frac{E'\mu'}{U}. \tag{7}$$

The slowest emission is a cosine law if $J$ is continuous and nonzero at $(U,1)$. All these atoms came from a narrow cone about the interior normal.

## Yield under two barriers

For comparison, define an isotropic barrier that passes every outward atom with $E>U$, subtracts $U$ and keeps the direction. Integrating (1) over azimuth, energy and cosine gives

$$Y_{\rm iso}=2\pi A\int_0^1\mu^n\,d\mu\int_U^\infty E^{-s}\,dE
=\frac{2\pi A\,U^{1-s}}{(n+1)(s-1)}. \tag{8}$$

For the planar barrier the lower energy limit is $U/\mu^2$. Its energy integral is

$$\int_{U/\mu^2}^{\infty}E^{-s}\,dE
=\frac{U^{1-s}}{s-1}\,\mu^{2s-2}. \tag{9}$$

Thus the transmitted atoms, described by their interior directions, have the angular current $\mu^m$, with $m=n+2s-2$. Integrating over $\mu$,

$$Y_{\rm pl}=\frac{2\pi A\,U^{1-s}}{(s-1)(n+2s-1)},
\qquad
\frac{Y_{\rm pl}}{Y_{\rm iso}}=\frac{n+1}{n+2s-1}. \tag{10}$$

The standard ideal cascade has $s=2$, and the ratio becomes $(n+1)/(n+3)$. It is $1/2$ for $n=1$ and $2/3$ for $n=3$. Currents concentrated near the normal suffer less from the planar threshold.

A finite maximum energy $E_m$ changes this result. For $n=1$, $s=2$ and $y=U/E_m$, escape requires $\mu>\sqrt y$, and

$$\begin{aligned}
Y_{\rm pl}&=2\pi A\int_{\sqrt y}^1\mu
\left(\frac{\mu^2}{U}-\frac1{E_m}\right)d\mu\\
&=\frac{2\pi A}{U}\left[\frac{1-y^2}{4}-\frac{y(1-y)}2\right]
=\frac{\pi A}{2U}(1-y)^2 .
\end{aligned} \tag{11}$$

The isotropic yield is $\pi A(1/U-1/E_m)=\pi A(1-y)/U$, so the ratio is $(1-y)/2$. At $E_m=20U$ this is $0.475$.

Sampling 300,000 atoms from each interior current and applying (3) to each gave ratios of $0.4994$ for $n=1$, $0.6674$ for $n=3$, and $0.4741$ for the truncated case. The largest standard error of such a fraction is $0.5/\sqrt{300000}=0.0009$, so all three agree with the formulas.

## Exterior angular law

Insert (1) into (5) and integrate over exterior energy. With $t=E'/(E'+U)$,

$$E'=\frac{Ut}{1-t},\quad E'+U=\frac{U}{1-t},\quad
dE'=\frac{U\,dt}{(1-t)^2},\quad
\mu^2=1-t(1-\mu'^2).$$

The energy factors combine as

$$E'(E'+U)^{-s-1}dE'=U^{1-s}\,t(1-t)^{s-2}\,dt,$$

and the angular current is

$$K(\mu')=A\,U^{1-s}\mu'\int_0^1
t(1-t)^{s-2}\left[1-t(1-\mu'^2)\right]^{(n-1)/2}dt. \tag{12}$$

For $n=1$ the bracket is unity and $K\propto\mu'$. For $n=3$, $s=2$,

$$K=\frac{A\mu'}U\left[\frac12-\frac{1-\mu'^2}{3}\right]
=\frac{A}{6U}\,\mu'(1+2\mu'^2). \tag{13}$$

Here bending broadens the selected $\mu^5$ current but leaves it more forward-directed than a cosine. The mean cosine falls from $6/7=0.857$ to

$$\frac{\int_0^1(\mu'^2+2\mu'^4)\,d\mu'}{\int_0^1(\mu'+2\mu'^3)\,d\mu'}
=\frac{1/3+2/5}{1}=0.733.$$

The sampled values were $0.8573$ and $0.7339$.

For $n=1$, $s=2$, the variable $t$ has normalized density $2t$ and cumulative probability $t^2$. Its median is $1/\sqrt2$, so the median exterior energy is $U/(\sqrt2-1)=U(1+\sqrt2)$, or $9.90$ eV at $U=4.1$ eV.

## The trajectory algorithm

The example is Cr$^+$ at 500 eV, normally incident on chromium. The rough inputs are $U=4.1$ eV and a bcc lattice constant of $0.288$ nm, which gives a density $N=2/(0.288)^3=83.7$ atoms/nm$^3$. The target is structureless, with flight length $\lambda=N^{-1/3}=0.2286$ nm. One collision per flight requires $N\pi b_{\max}^2\lambda=1$, hence $b_{\max}=\lambda/\sqrt\pi=0.1290$ nm.

The pair potential is the Ziegler–Biersack–Littmark form

$$V(r)=\frac{Z^2e^2}{4\pi\varepsilon_0r}\,\phi(r/a),\qquad
a=\frac{0.8854\,a_0}{2Z^{0.23}}=0.01128\ {\rm nm},$$

with $Z=24$, Bohr radius $a_0$ and $\phi(x)=\sum_i c_ie^{-d_ix}$. The coefficients $c_i$ are $0.18175$, $0.50986$, $0.28022$, $0.028171$; the $d_i$ are $3.1998$, $0.94229$, $0.4029$, $0.20162$.

In relative motion the available energy is $E/2$ for equal masses. With relative speed $v$ at infinity, angular momentum conservation gives the angular rate $bv/r^2$, and energy conservation gives the radial speed $v\sqrt{1-2V/E-b^2/r^2}$. Dividing the two and counting the inward and outward halves yields

$$\Theta=\pi-2b\int_{r_0}^{\infty}
\frac{dr}{r^2\sqrt{1-2V(r)/E-b^2/r^2}}, \tag{14}$$

where the root vanishes at $r_0$. The substitution $r=r_0/\sin\tau$ removes the endpoint singularity. Direct trajectories at 100 eV, $b=0.05$ nm and at 400 eV, $b=0.10$ nm reproduced $\sin^2(\Theta/2)$ within $10^{-4}$.

Let $\mathbf e$ and $\mathbf e'$ be the unit relative directions before and after the collision. Since the centre of mass moves at $v\mathbf e/2$, the laboratory velocities afterwards are $v(\mathbf e+\mathbf e')/2$ and $v(\mathbf e-\mathbf e')/2$. Squaring the second gives the recoil energy

$$T=E\,\frac{2-2\cos\Theta}{4}=E\sin^2(\Theta/2). \tag{15}$$

The laboratory angles are $\psi=\Theta/2$ for the scattered atom and $\pi/2-\psi$ for the recoil, on opposite sides of $\mathbf e$. Let $w$ be the inward direction cosine, so $\mu=-w$ at the surface. For a random azimuth $\varphi$,

$$\begin{aligned}
w_{\rm scattered}&=w\cos\psi+\sqrt{1-w^2}\,\sin\psi\cos\varphi,\\
w_{\rm recoil}&=w\sin\psi-\sqrt{1-w^2}\,\cos\psi\cos\varphi.
\end{aligned} \tag{16}$$

Depth $z$ and $w$ suffice because the target is uniform along the surface.

1. Start the ion at $z=0$ with $w=1$ and energy $500+4.1=504.1$ eV, since it gains $U$ on entry. Make its first flight a random fraction of $\lambda$.
2. Advance each atom to $z+\lambda w$. If this is negative, apply (3) at the surface.
3. Record a transmitted atom and remove it. For a reflected atom, reverse the signs of $w$ and of the overshot depth; this completes its flight inside.
4. Draw $b=b_{\max}\sqrt q$, with $q$ uniform on $(0,1)$, so that equal areas have equal probability. Apply (15) and (16), and add the recoil to the moving atoms.
5. Remove atoms with $E\le U$ and repeat until none remain.

The last removal does not bias the yield. Such atoms have $E\mu^2\le U$, and in this model they meet target atoms at rest, from which they cannot gain energy. Nor can they produce a recoil above $U$.

## Verifying the coupling

Two runs of 6000 ions used the same inputs, one with each barrier. In both, the deposited energy plus the interior energy of escaping atoms equalled the supplied energy within a relative $10^{-10}$.

Energy balance alone would not reveal a wrong angular threshold. A sharper test uses ancestry. In the planar run, mark every atom reflected at the surface and all its later recoils. Unmarked escapes must have the same expected yield as those escapes in the isotropic run that satisfy $E\mu^2>U$, because their histories before arrival follow the same rules.

The two yields were $2.008\pm0.019$ and $2.010\pm0.019$ atoms per ion. The uncertainties are standard errors computed from yields per incident ion, since atoms from one cascade are correlated. The difference, $0.002$, is far below the combined error $\sqrt{0.019^2+0.019^2}=0.027$.

Marked lineages contributed $0.002\pm0.001$. For these settings, filtering the isotropic run after the event would therefore give the planar yield within statistical error. Reflection remains part of the correct dynamics, but its contribution here is about $0.1\%$.

## Reading the cascade results

The planar yield was $2.010\pm0.019$, against $4.556\pm0.031$ for the isotropic barrier. Using the isotropic threshold would overestimate the model yield by a factor of $2.27$.

For the transmitted atoms, bending lowered the mean cosine from $0.8531$ to $0.6757$. A current $\mu^m$ has mean $(m+1)/(m+2)$, so these values correspond to $m=4.81$ before bending and $1.08$ after. The fraction beyond $60^\circ$ rose from $1.3\%$ to $23.2\%$; a cosine law gives $25\%$. Omitting the bending would leave the yield right and the angular distribution badly wrong.

Exterior atoms with $E'<U/2$ had mean cosine $0.672\pm0.005$, close to the cosine value $2/3$ that (7) gives in the limit $E'\to0$. The window is too wide for this to be a sharp test of that limit. Over all energies, five equal bins of $\mu'^2$ held $0.186$, $0.194$, $0.209$, $0.207$ and $0.204$ of the atoms, grazing directions first. A cosine law would put $0.2$ in each, so the emission has a small grazing deficit.

The yield ratio, $2.010/4.556=0.441\pm0.005$, lies below $1/2$. With $s=2$ and no cutoff, (10) would require $n<1$, whereas the emission is slightly more forward-directed than a cosine. A steeper energy spectrum can reconcile the two. Fitting (1) to the ratio and to $m=4.81$ gives

$$n+1=0.441\,(4.81+1)=2.56,\qquad
s=\frac{4.81-1.56+2}{2}=2.62 .$$

These effective exponents can be checked on data not used in the fit. By (2), raising $U$ by $20\%$ should multiply the yield by $1.2^{-1.62}=0.744$, giving $1.50$. A separate run gave $1.502\pm0.025$, while $s=2$ would predict $2.010/1.2=1.68$.

The median energy is a second check. At interior energy $E=xU$, the cosines that escape contribute

$$\int_{x^{-1/2}}^1\mu^n\,d\mu=\frac{1-x^{-p}}{n+1},\qquad p=\frac{n+1}2=1.28 .$$

Multiplying by $x^{-s}$ and integrating upward from $x$, the number above $xU$ is proportional to

$$G(x)=\frac{x^{-1.62}}{1.62}-\frac{x^{-2.90}}{2.90}.$$

Here $G(1)=0.272$, and half of this is reached at $x=2.21$. The predicted median is $E'=1.21U=5.0$ eV, near the computed $4.86$ eV and far from the ideal $9.90$ eV. A third check is less close: (12) with these exponents gives a mean exterior cosine of $0.683$, against the computed $0.676\pm0.002$. The evidence supports a spectrum steeper than $E^{-2}$, but not a single power. Binned by energy, the arriving current has a local exponent of about $2.4$ below $2.3U$, about $3$ near $5U$ and above $4$ beyond $10U$, so $s=2.62$ is an average over the range that holds most of the atoms. The cause of the steepening is not identified here.

## Model error and the real process

Statistical error is about $1\%$ of the planar yield, but model error is much larger. Each side run used 2500 ions and changed one assumption, with the other settings held fixed.

| Change | Yield | Change in yield | Mean $\mu'$ |
|---|---:|---:|---:|
| Electronic stopping | $0.853\pm0.019$ | $-58\%$ | $0.673$ |
| Bulk loss, 1 eV per recoil | $1.270\pm0.023$ | $-37\%$ | $0.679$ |
| Barrier raised 20% | $1.502\pm0.025$ | $-25\%$ | $0.678$ |
| Random free paths | $1.797\pm0.029$ | $-11\%$ | $0.659$ |

The stopping run used the Lindhard–Scharff law, with loss per length proportional to $\sqrt E$. The fractional loss varies as $E^{-1/2}$ and is greatest for slow atoms, where extending this law down to a few eV is uncertain. The mean exterior cosine moved by less than $3\%$ in every run, so it is much less sensitive to these changes than the yield.

The setting resembles metal-plasma treatment of a biased chromium surface. An energy of 500 eV is low for plasma immersion implantation, which commonly uses kilovolts, and is closer to biased deposition. At 1 mA/cm$^2$ and one charge per ion, the flux is $62.42$ ions/(nm$^2$ s), and the gross removal rate of the base model is $62.42\times2.010/83.7=1.50$ nm/s. Empirical fits for chromium self-sputtering at 500 eV give yields of roughly $1.2$ to $1.4$, so this rate is a model value and probably too high. Arc plasmas also contain multiply charged ions, which changes both the flux at a given current and the energy at a given bias.

Incident chromium that stays in the target offsets the erosion. With $0.0157$ ions reflected per incident ion, the net rate is

$$\frac{62.42}{83.7}\,(2.010+0.0157-1)=0.76\ {\rm nm/s}.$$

With the stopping-run yield and the same ion reflection, it becomes $-0.10$ nm/s: net deposition. The model therefore does not settle even the sign of the thickness change.

Evaporation at 400 K is negligible: with activation energy $U$ and an attempt rate of $10^{13}$ s$^{-1}$, the rate $10^{13}\,e^{-U/k_BT}$ s$^{-1}$ is of order $10^{-39}$ s$^{-1}$ per atom. Overlap of separate cascades within 1 ps is also negligible: at the flux above, the expected number of other ions landing within $2.3$ nm, twice the mean deposition depth, in that time is about $10^{-9}$. Collisions between moving atoms of one cascade are another matter. Spreading the deposited energy over a sphere whose radius is the mean deposition depth, $1.16$ nm, gives $0.88$ eV per atom, about a fifth of $U$. This is an upper estimate of the mean there, because much of the energy is deposited outside that sphere. The assumption of partners at rest is still uncertain, and its effect on the yield was not computed.

The cut-off $b_{\max}$ is a further limit at low energy. The pair potential there is still about $36$ eV, so atoms of a few eV would also exchange energy with partners beyond $b_{\max}$, and the model omits those collisions. Their effect on the yield is large. Adding at each collision site one more binary collision, with $b$ between $b_{\max}$ and $\sqrt2\,b_{\max}$, lowers the planar yield from about $2.0$ to about $0.8$; extending this to $\sqrt3\,b_{\max}$ gives about $0.6$. The mean exterior cosine stays between $0.68$ and $0.69$. This extension is rough, since it treats the distant partners as free, sequential and present even above the surface, but it shows that the yield is not converged in $b_{\max}$, whereas the angular result is stable. Crystal directions, the collision time integral and the offset of recoil starting points were also left out. The atomic corrugation of a real crystal face makes the conservation of tangential momentum only approximate. Roughness breaks the symmetry behind (3) on a larger scale: a tilted facet conserves momentum along its own plane, and an emitted atom may strike the surface again. Within the planar approximation, (3) can still be applied locally on facets that are flat on the scale of the barrier, but the angular law for the whole surface then requires their orientations and shadowing.

## Computed results

```
Barrier U: 4.1 eV; ion energy: 500 eV
Lattice constant: 0.288 nm; density: 83.7 atoms/nm3
Flight length: 0.2286 nm; largest impact: 0.1290 nm
Screening length: 0.01128 nm
Ions per main run: 6000; per side run: 2500
Ideal n=1: planar/isotropic yield 0.4994
  mean cosine selected inside 0.7996, outside 0.6668
Ideal n=2: planar/isotropic yield 0.6004
  mean cosine selected inside 0.8334, outside 0.7041
Ideal n=3: planar/isotropic yield 0.6674
  mean cosine selected inside 0.8573, outside 0.7339
Ideal n=1, Em=20U: yield ratio 0.4741
Cascade yields, atoms/ion (standard error):
  planar barrier: 2.010 (0.019)
  isotropic barrier: 4.556 (0.031)
  planar/isotropic ratio: 0.441
  planar, never reflected: 2.008 (0.019)
  isotropic run, filtered: 2.010 (0.019)
  planar, reflected lineage: 0.002 (0.001)
Mean cosine before bending: 0.8531
Mean cosine after bending: 0.6757
Equivalent cosine power before: 4.81, after: 1.08
Fraction beyond 60 deg before: 0.0134
Fraction beyond 60 deg after: 0.2319
Mean exterior cosine, E_out<U/2: 0.6717 (0.0046)
Exterior fractions in 5 equal bins of cosine^2, grazing first:
  0.186 0.194 0.209 0.207 0.204
Median exterior energy: 4.86 eV
Ideal n=1 median energy: 9.90 eV
Reflected ions per incident ion: 0.0157
Ion current: 1.0 mA/cm2; flux: 62.42 ions/(nm2 s)
Gross removal: 1.498 nm/s; net removal: 0.764 nm/s
Neglected effects, yield (standard error), mean exterior cosine:
  electronic stopping: 0.853 (0.019), 0.6728
  random free paths: 1.797 (0.029), 0.6587
  barrier +20%: 1.502 (0.025), 0.6779
  bulk loss 1 eV: 1.270 (0.023), 0.6789
Temperature: 400 K; kT: 0.0345 eV
Evaporation rate at 1e13/s attempts: 2.2e-39 1/s per atom
Energy-weighted deposition depth: 1.161 nm
Energy per atom in sphere of that radius: 0.88 eV
Cascade overlap probability in 1 ps: 1.1e-09
```
